Closed-Shell Exchange and the Configuration-Average Energy in Atomic Hartree–Fock

An atom with a part-filled shell has many determinants belonging to one configuration, and its electron density need not be spherical. This problem asks what a filled shell does to an outside electron, and how a single energy expression can represent the whole configuration.

**Setting.** Hartree atomic units are used. The Hamiltonian is nonrelativistic, with a point nucleus of charge Z. A spin-orbital is

φ(r) = [P_a(r)/r] Y_lm(θ,φ) × (spin up or down), ∫ P_a² dr = 1.

The label a means a shell nl, and all its electrons share the radial function P_a, taken real. Different shells with equal l are orthogonal. A full shell holds N_a = 4l_a + 2 electrons; the actual number is w_a. A 3j symbol is written (j₁ j₂ j₃; m₁ m₂ m₃), and

T_k(l,l') = (l k l'; 0 0 0)².

It vanishes unless l, k, l' satisfy the triangle rule and l + k + l' is even.

## (a) The energy of one pair

**Question.** Express the Coulomb and exchange energies of two spin-orbitals through radial integrals and angular coefficients, and write the latter with 3j symbols.

**Solution.** With r< and r> the smaller and larger of the two radii,

1/r₁₂ = Σ_k (r<^k / r>^(k+1)) [4π/(2k+1)] Σ_q Y*_kq(1) Y_kq(2).

Define the Gaunt coefficient

c^k(lm,l'm') = √[4π/(2k+1)] ∫ Y*_lm Y_kq Y_l'm' dΩ, q = m − m',

and the Slater integrals

F^k(ab) = ∬ P_a(r)² P_b(s)² r<^k/r>^(k+1) dr ds,
G^k(ab) = ∬ P_a(r)P_b(r) P_a(s)P_b(s) r<^k/r>^(k+1) dr ds.

In the Coulomb term each electron contributes |Y|², which has no azimuthal dependence, so q = 0 survives:

J = Σ_k c^k(lm,lm) c^k(l'm',l'm') F^k(ab).

In the exchange term electron 2 gives ∫ Y*_l'm' Y_kq Y_lm, and electron 1 gives the complex conjugate of the same integral. The integral is real. Exchanging its two outer labels changes it at most by a sign, because Y*_kq = (−1)^q Y_k,−q. The square is unaffected, so

K = δ(spins equal) Σ_k c^k(lm,l'm')² G^k(ab).

The pair energy is J − K.

For the 3j form, consider the integral of Y_l₁m₁Y_l₂m₂Y_l₃m₃. It is rotationally invariant, and three angular momenta can be coupled to zero in one way at most. It therefore equals A (l₁ l₂ l₃; m₁ m₂ m₃), with A independent of the m's. To find A, form the sum

Σ_m (l₁ l₂ l₃; m₁ m₂ m₃) Y_l₁m₁(n) Y_l₂m₂(n) Y_l₃m₃(n).

This is a scalar, so it has the same value in every direction n. At the north pole Y_lm = δ_m0 √[(2l+1)/4π], so that value is (l₁ l₂ l₃; 0 0 0) Π√[(2l_i+1)/4π]. Integrating over the sphere multiplies it by 4π. The integrated sum is also A Σ_m (l₁ l₂ l₃; m₁ m₂ m₃)² = A, by normalization of the 3j symbols. Hence

A = √[(2l₁+1)(2l₂+1)(2l₃+1)/4π] (l₁ l₂ l₃; 0 0 0).

Using Y*_lm = (−1)^m Y_l,−m,

c^k(lm,l'm') = (−1)^m √[(2l+1)(2l'+1)] (l k l'; 0 0 0)(l k l'; −m q m').

## (b) Exchange with a filled shell

**Question.** Let shell b = n'l' be full. Find the matrix elements of its exchange operator between two orbitals l₁m₁ and l₂m₂ of equal spin. In what sense is the operator spherical?

**Solution.** Only the 2l'+1 shell electrons of the same spin contribute. The operator is

(Kφ)(1) = Σ_m' φ_m'(1) ∫ φ*_m'(2) φ(2)/r₁₂ d³r₂,

and it enters the energy as −K. In ⟨l₁m₁|K|l₂m₂⟩ the azimuthal integral of one electron requires q = m' − m₁ and that of the other requires q = m' − m₂. Thus m₁ = m₂ = m. The two angular integrals give c^k(l'm',l₁m) c^k(l'm',l₂m). Exchanging the outer labels multiplies each factor by the same sign (−1)^(m−m'), so the product is unchanged, and the angular factor for each k is

Σ_m' c^k(l₁m,l'm') c^k(l₂m,l'm').

Insert the 3j form, in which q now means m − m' as in the definition of c^k(lm,l'm'). The two phases (−1)^m multiply to 1, which leaves

(2l'+1) √[(2l₁+1)(2l₂+1)] (l₁ k l'; 0 0 0)(l₂ k l'; 0 0 0)
× Σ_m' (l₁ k l'; −m q m')(l₂ k l'; −m q m').

The coupling coefficients form a unitary matrix, which for 3j symbols means that the last sum is δ_l₁l₂/(2l₁+1). Here q is fixed by m', so summing over m' is the full sum. The factors 2l₁+1 cancel:

Σ_m' c^k(l₁m,l'm') c^k(l₂m,l'm') = δ_l₁l₂ (2l'+1) T_k(l₁,l').

An electron in shell a, with angular momentum l, therefore has the exchange energy

E_x = −Σ_k (2l'+1) T_k(l,l') G^k(ab),

independent of m and of its spin direction. An operator that is diagonal in l and m, with elements independent of m, commutes with all rotations. That is the meaning of spherical here. The operator is not a local central potential. On a radial function P it acts as

(KP)(r) = Σ_k (2l'+1) T_k(l,l') P_b(r) ∫ [r<^k/r>^(k+1)] P_b(s)P(s) ds,

which is nonlocal and depends on l through T_k.

For k = 0, Y_00 is constant, so c⁰(lm,lm') = δ_mm'. The sum rule then gives (2l+1)T_0(l,l) = 1, which is needed below.

The proof uses the complete sum over m'. It needs only that all 2l'+1 orbitals with the spin of the outside electron be occupied, so it also holds for a half-filled shell whose spins are all parallel to that electron. If some of these same-spin orbitals are empty, orthogonality cannot be applied and the exchange energy can depend on m; part (g) shows a case.

## (c) Mean pair energies

**Question.** Find the mean of J − K over all pairs of spin-orbitals taken from two different shells, and over all pairs of distinct spin-orbitals in one shell.

**Solution.** First sum the Coulomb coefficients over a shell. The addition theorem gives Σ_m'|Y_l'm'|² = (2l'+1)/4π, a constant. Since ∫Y_k0 dΩ = √(4π) δ_k0,

Σ_m' c^k(l'm',l'm') = (2l'+1) δ_k0.

*Different shells.* Fix a spin-orbital in a and sum over all N_b = 2(2l_b+1) spin-orbitals in b. Both spins contribute to J, giving N_b F⁰(ab), because c⁰(lm,lm) = 1. One spin contributes to K, giving (2l_b+1)Σ_k T_k G^k by part (b). Division by N_b yields

V_ab = F⁰(ab) − ½ Σ_k T_k(l_a,l_b) G^k(ab).

The result does not depend on which spin-orbital of a was fixed, so it is the mean over all pairs. The factor ½ is the fraction of partners with parallel spin.

*Same shell.* Fix one spin-orbital and sum J − K over all N = 4l+2 spin-orbitals, itself included. The self term is zero, since J and K are then both Σ_k c^k(lm,lm)²F^k. Including it therefore changes nothing, and the sum over the N − 1 true partners is

N F⁰ − (2l+1) Σ_k T_k(l,l) F^k.

The k = 0 exchange term is (2l+1)T_0F⁰ = F⁰, which leaves (N−1)F⁰ = (4l+1)F⁰. Dividing by the number of partners, 4l+1,

V_aa = F⁰(aa) − [(2l+1)/(4l+1)] Σ_(k>0) T_k(l,l) F^k(aa).

For an s shell there is no k > 0 term, and V_aa = F⁰: the one possible partner has opposite spin.

## (d) The average over a configuration

**Question.** Average the energy over all determinants with occupations w_a, giving each the same weight. How is the result related to the term energies?

**Solution.** The energy of a determinant is a sum of one-electron energies and of J − K over its occupied pairs. The one-electron energy is the same throughout a shell:

I_a = ∫ P_a h_a P_a dr, h_a = −½ d²/dr² + l_a(l_a+1)/(2r²) − Z/r.

Each determinant contains w_a of them. Two given spin-orbitals of the same shell are both occupied in a fraction

C(N−2,w−2)/C(N,w) = w(w−1)/[N(N−1)]

of the determinants, where C is the binomial coefficient. There are N(N−1)/2 such pairs with mean energy V_aa, so they contribute ½w(w−1)V_aa. For different shells the choices are independent. The fraction is w_aw_b/(N_aN_b), there are N_aN_b pairs, and the contribution is w_aw_bV_ab. Therefore

E_av = Σ_a w_a I_a + Σ_a ½w_a(w_a−1)V_aa + Σ_(a<b) w_a w_b V_ab.

The equal-weight mean is the trace of the Hamiltonian matrix in the configuration's determinants, divided by their number. Diagonalization preserves the trace. A term LS supplies (2L+1)(2S+1) eigenstates, so E_av is the mean of the term energies with these weights. This holds within one configuration and with common orbitals. Mixing with other configurations, or separate orbitals for each term, breaks the equality.

If every shell is full there is one determinant, and E_av is its ordinary Hartree–Fock energy. If w_a = 1, the own-shell repulsion vanishes, as it must for one electron.

## (e) The radial Hartree–Fock equations

**Question.** Make E_av stationary with respect to the radial functions. What do the orbital energies mean, and is the same energy obtained by spreading the w electrons evenly over the shell in the ordinary density-matrix energy?

**Solution.** Let

Y^k_ab(r) = ∫ [r<^k/r>^(k+1)] P_a(s)P_b(s) ds.

Under a change δP_a, the integrals change by

δI_a = 2∫ δP_a h_a P_a dr,
δF^k(aa) = 4∫ δP_a Y^k_aa P_a dr,
δF⁰(ab) = 2∫ δP_a Y⁰_bb P_a dr,
δG^k(ab) = 2∫ δP_a Y^k_ab P_b dr.

The factors 4 and 2 count the appearances of P_a; in I_a the derivative term has been integrated by parts. Subtract w_aε_a(∫P_a²dr − 1) for each shell and 2λ_ab∫P_aP_b dr for each pair with equal l, with λ_ab = λ_ba. Setting the variation to zero and dividing by 2w_a gives

F_aP_a = ε_aP_a + Σ_(b≠a, l_b=l_a) (λ_ab/w_a) P_b,

where

F_aP_a = h_aP_a
+ (w_a−1){Y⁰_aa − [(2l_a+1)/(4l_a+1)] Σ_(k>0) T_k(l_a,l_a) Y^k_aa} P_a
+ Σ_(b≠a) w_b {Y⁰_bb P_a − ½ Σ_k T_k(l_a,l_b) Y^k_ab P_b}.

The factor w_a−1 comes from ½w_a(w_a−1) × 4/(2w_a). It shows that an electron is repelled by the others in its shell and not by itself.

Projecting the equation for a on P_b, and that for b on P_a, gives λ_ab both times, so

w_a ∫P_b F_aP_a dr = w_b ∫P_a F_bP_b dr, for l_a = l_b.

This condition is a real constraint whenever at least one of the two shells of equal l is part-filled, because rotating the two radial functions into each other then changes E_av in general. Two full shells of equal l can be rotated into each other without changing their determinant, and this freedom allows λ_ab = 0.

Projection on P_a itself gives

ε_a = I_a + (w_a−1)V_aa + Σ_(b≠a) w_bV_ab.

Now subtract the averages for w_a and w_a−1 electrons with the same orbitals. Since ½w(w−1) − ½(w−1)(w−2) = w−1, the difference is the same expression:

ε_a = E_av(w_a) − E_av(w_a−1), orbitals frozen.

Thus −ε_a is the energy for removing an electron from average to average, before the orbitals relax.

For the even spreading, put a fraction w/N in every spin-orbital of one shell. The density-matrix repulsion within the shell is ½(w/N)² times the sum of J − K over all ordered pairs. Diagonal pairs give zero and the others give N(N−1)V_aa, so the result is w²(N−1)V_aa/(2N). The one-electron and intershell terms agree with E_av. The excess is

E_spread − E_av = ½wV_aa[w(N−1)/N − (w−1)]
= w(N−w)V_aa/(2N).

It vanishes for an empty or full shell. In between, the two energies differ whenever V_aa ≠ 0: a product of mean occupations w²/N² is not the mean joint occupation w(w−1)/[N(N−1)].

## (f) The terms of p²

**Question.** Find the energies of the terms of p² relative to E_av, with common orbitals.

**Solution.** There are 15 determinants. The largest M_L is 2, which requires opposite spins and gives ¹D with 5 states. The parallel-spin determinant with M_L = 1 gives ³P with 9 states. One state remains, ¹S.

For m = 0, |Y_10|² integrated over azimuth is (3/2)x², with x = cos θ, so

c²(10,10) = (3/2)∫₋₁¹ x²(3x²−1)/2 dx = (3/4)(6/5 − 2/3) = 2/5.

The values for m = ±1 are equal, and the three sum to zero by part (c), so each is −1/5.

The 3j formula of part (a) with all projections zero gives c²(10,10) = 3T_2(1,1), so T_2(1,1) = 2/15. The sum rule of part (b) with l₁ = l₂ = l' = 1, k = 2 and m = 0 then reads Σ_m' c²(10,1m')² = 3 × 2/15 = 2/5. Hence

(2/5)² + 2c²(11,10)² = 2/5, so c²(11,10)² = 3/25.

The terms m' = +1 and m' = −1 are equal in magnitude, and the order of the two labels does not affect the square.

The ³P determinant has spin-orbitals m = 1 and m = 0 with parallel spins:

E(³P) = F⁰ + (−1/5)(2/5)F² − (3/25)F² = F⁰ − (5/25)F².

The ¹D determinant has both electrons in m = 1 with opposite spins:

E(¹D) = F⁰ + (−1/5)²F² = F⁰ + (1/25)F².

These are the pair energies; all other contributions are common. The mean is V_pp = F⁰ − (3/5)(2/15)F² = F⁰ − (2/25)F². The shifts from E_av are therefore −(3/25)F² for ³P and +(3/25)F² for ¹D. The weighted shifts sum to zero:

9(−3/25)F² + 5(3/25)F² + Δ(¹S) = 0, so Δ(¹S) = (12/25)F².

## (g) The germanium atom

**Question.** Apply the results to free germanium, [Ar]3d¹⁰4s²4p², and assess what the numbers represent.

**Solution.** The radial equations were solved in a finite Gaussian basis. The 4p–3d integrals are G¹ = 0.0217 and G³ = 0.0188 hartree. The printed weights for a p electron and a full d shell are 0.6667 and 0.4286, so the exchange magnitude is

0.6667 × 0.0217 + 0.4286 × 0.0188 = 0.0225 hartree.

It is the same for 4p_x, 4p_y and 4p_z. If only the 3d orbital with m' = 0 is kept, the values become 0.0028, 0.0028 and 0.0079 hartree. One orbital of the shell distinguishes directions; the filled shell does not.

Within 4p, F⁰ = 0.3127 and F² = 0.1599 hartree. Thus

V_pp = 0.3127 − 0.08 × 0.1599 = 0.2999 hartree.

The total in this basis is E_av = −2075.331 hartree, about 0.009 hartree above the basis-set limit of the same model, −2075.340 hartree. The numerical check also constructs all 15 determinants from three-dimensional integrals, and their mean agrees with the formula to within 10⁻⁶ hartree.

The term shifts are

³P: −0.12 × 0.1599 = −0.0192 hartree = −0.52 eV,
¹D: +0.12 × 0.1599 = +0.0192 hartree = +0.52 eV,
¹S: +0.48 × 0.1599 = +0.0768 hartree = +2.09 eV.

So E_av lies above the lowest term; it is not the Hartree–Fock energy of the ³P ground term. The 4p orbital energy is −0.2693 hartree, which gives a frozen-orbital removal energy of 7.33 eV between averages. Spreading the two 4p electrons evenly, with all orbitals held fixed, would raise the energy by

[2 × 4/(2 × 6)] × 0.2999 = 0.200 hartree,

about ten times the ³P shift.

These values omit relativity, correlation beyond Hartree–Fock, mixing with other configurations and orbital relaxation for each term. Relaxation is not negligible at the digits shown: reoptimizing the orbitals of the ion lowers the 4p removal energy from 7.33 to 6.91 eV, and separate orbitals for ¹S lower its shift from 2.09 to 2.01 eV. The finite basis raises the total energy by about 0.009 hartree, while the quoted Slater integrals, 4p orbital energy and term shifts are converged in the basis to the digits shown. The digits describe this model, and should not be read as predictions of measured energies to the same accuracy.

Numbers as computed

```
Gaunt sums, l,l' = 0..3: largest deviation = 1.5e-14
p2 d3 determinants enumerated = 1800
Ge atom: Z = 32, radial functions s,p,d = [21, 16, 10]
Exchange weights (2l'+1)(l k l';000)^2 for a p electron:
  filled s shell, k=1: 0.333333
  filled p shell, k=0: 1.000000
  filled p shell, k=2: 0.400000
  filled d shell, k=1: 0.666667
  filled d shell, k=3: 0.428571
SCF iterations = 10
Virial ratio -V/T = 2.0000013
Largest tested energy slope = 7.1e-07 hartree/rad
Orbital energy 1s = -405.25081 hartree
Orbital energy 2s = -52.15670 hartree
Orbital energy 3s = -7.19682 hartree
Orbital energy 4s = -0.55707 hartree
Orbital energy 2p = -46.24253 hartree
Orbital energy 3p = -5.16739 hartree
Orbital energy 3d = -1.64078 hartree
Orbital energy 4p = -0.26933 hartree
G1(4p,3d) = 0.021712 hartree
G3(4p,3d) = 0.018766 hartree
4p exchange with full 3d, formula = 0.022517 hartree (magnitude)
  4px: full 3d 0.022517, only 3d(z2) 0.002826 hartree
  4py: full 3d 0.022517, only 3d(z2) 0.002826 hartree
  4pz: full 3d 0.022517, only 3d(z2) 0.007858 hartree
F0(4p,4p) = 0.312745 hartree
F2(4p,4p) = 0.159949 hartree
Mean 4p-4p pair energy V = 0.299949 hartree
E_av, formula = -2075.331217 hartree
E_av, mean of 15 determinants = -2075.331217 hartree
4p removal energy difference = -0.269330 hartree
  its magnitude = 7.329 eV
3P (9 states): E - E_av = -0.019194 hartree = -0.5223 eV
1D (5 states): E - E_av = 0.019194 hartree = 0.5223 eV
1S (1 states): E - E_av = 0.076775 hartree = 2.0892 eV
Smeared-occupation energy minus E_av = 0.199966 hartree
```
